# Why strained tetragonal films build superdomains from two kinds of laminate

**Q.** I see bundles of c/a1 lamellae alternating with bundles of c/a2 in a film on a cubic (001) substrate. Why isn't one c/a1 laminate enough?

**A.** Let the tetragonal lattice have short axis \(a\) and long axis \(c\). The long axis lies along \(z\) (the normal), \(x\) or \(y\) in variants c, a1 and a2. With substrate parameter \(a_s\), define

\[ e_T=\frac{c-a}{a},\qquad h=\frac{a_s-a}{a}>0 . \]

A film of pure c is stretched by \(h\) along both in-plane axes. An area fraction \(f\) of a1 lengthens the natural size along \(x\), leaving mean elastic strains \(e_x=h-fe_T\) and \(e_y=h\). Every lamella has the short axis along \(y\), so \(f\) cannot change \(e_y\).

I assume small strains, isotropic elasticity with the same constants in film and substrate, fixed spontaneous strain, screened surfaces, and lamellae fine enough to average over. The top is free, so \(\sigma_z=0\) and, with Young modulus \(Y\) and Poisson ratio \(\nu\), Hooke's law gives

\[ \sigma_x=\frac{Y(e_x+\nu e_y)}{1-\nu^2},\qquad \sigma_y=\frac{Y(e_y+\nu e_x)}{1-\nu^2}. \]

The energy density is \(w=(\sigma_xe_x+\sigma_ye_y)/2\), and \(dw/df=-e_T\sigma_x\). The minimum therefore has \(\sigma_x=0\), or \(e_x=-\nu h\):

\[ f=\frac{(1+\nu)h}{e_T},\qquad \sigma_y=Yh,\qquad w=\tfrac12Yh^2 . \]

One in-plane stress is gone; the other stays.

**Q.** Then why not mix all three variants in one fine stack?

**A.** Zero average misfit on both axes does require \(f_1=f_2=h/e_T\) and \(f_c=1-2h/e_T\), possible for \(h\le e_T/2\). The obstacle is how variants join. Continuity of displacement across a wall of normal \(\mathbf n\) allows its gradient to jump only by \(\mathbf b\otimes\mathbf n\). The strain jump is the symmetric part, which annihilates any vector perpendicular to both \(\mathbf b\) and \(\mathbf n\), so its determinant vanishes.

For c and a1 the jump is \(e_T\,\mathrm{diag}(1,0,-1)\), with normals \((1,0,\pm1)\). Likewise c/a2 needs \((0,1,\pm1)\), and a1/a2 needs \((1,\pm1,0)\). No two pairs share a normal. A parallel stack containing all three variants has at least two kinds of contact, so it cannot be stress-free.

Bundles avoid this. With a-fractions \(\phi_1,\phi_2\), the average strains of c/a1 and c/a2 bundles differ by

\[ e_T\,\mathrm{diag}(\phi_1,-\phi_2,\phi_2-\phi_1), \]

whose determinant is \(-e_T^3\phi_1\phi_2(\phi_2-\phi_1)\). Hence \(\phi_1=\phi_2=\phi\), and the boundary is (110) or (1-10). If bundles of the first kind fill a share \(q\), cancelling both misfits requires \(q\phi=(1-q)\phi=h/e_T\): equal shares and \(\phi=2h/e_T\).

**Q.** But each bundle still sits on the same substrate. Does cancelling the average really remove the energy?

**A.** Not by itself. Put \(\eta=\phi e_T/2\). The natural in-plane strain of c/a1 is \((2\eta,0)=(\eta,\eta)+(\eta,-\eta)\); that of c/a2 is \((\eta,\eta)+(-\eta,\eta)\). The common part reduces the mean misfit to \(h-\eta\). The alternating part remains, and its cost depends on bundle width \(W\) relative to film thickness \(t\).

Take \(x'\) along [110] and \(y'\) along [-110]. Then \(\mathrm{diag}(\eta,-\eta)\) becomes a shear \(\epsilon_{x'y'}=-\eta\), so the engineering shear alternates between \(\mp2\eta\). Only a displacement \(u(x',z)\) along \(y'\) is needed. The square wave has period \(2W\) and sine components

\[ \gamma_n=\frac{8\eta}{\pi n},\qquad k=\frac{\pi n}{W},\qquad n=1,3,5,\ldots \]

up to an overall sign. Write \(u=-U(z)\cos kx'\), with \(z=0\) at the interface and \(z=t\) at the surface. Equilibrium in the film is \(U''=k^2(U-U_0)\), \(U_0=\gamma_n/k\). A free surface gives \(U=U_0+A\cosh k(t-z)\); in the substrate \(U=Be^{kz}\). Continuity of displacement and shear traction demands

\[ U_0+A\cosh kt=B,\qquad -A\sinh kt=B, \]

so \(A=-U_0e^{-kt}\). Averaging over \(x'\) gives a factor 1/2. Integrating by parts, with \(G\) the shear modulus, the film energy per area is \(\frac14GkA^2\sinh kt\cosh kt\), and the substrate energy is \(\frac14GkB^2=\frac14GkA^2\sinh^2kt\). Their sum is

\[ \tfrac14GkU_0^2e^{-kt}\sinh kt=\frac{G\gamma_n^2}{8k}\left(1-e^{-2kt}\right). \]

Summing over \(n\) gives \(2G\eta^2tS\), where

\[ S=\sum_{n\ \rm odd}\frac{8}{\pi^2n^2}\,\frac{1-e^{-x_n}}{x_n},\qquad x_n=\frac{2\pi nt}{W}. \]

Wide bundles have \(S\to1\), narrow ones \(S\to0\). A grid solution of the same elastic problem at \(W=t\) gave 0.1358, against 0.1354 from the sum.

The alternating strain averages to zero, so it has no cross term with the uniform mean stress. Since \(2G=Y/(1+\nu)\),

\[ w=\frac{Y(h-\eta)^2}{1-\nu}+\frac{Y\eta^2S}{1+\nu}. \]

Setting \(dw/d\eta=0\) gives \((h-\eta)/(1-\nu)=\eta S/(1+\nu)\). With \(D=(1+\nu)+(1-\nu)S\), this means \(\eta=(1+\nu)h/D\) and \(h-\eta=(1-\nu)Sh/D\). Substitution yields

\[ w=\frac{Yh^2S[(1-\nu)S+(1+\nu)]}{D^2}=\frac{Yh^2S}{D}. \]

At \(S=1\), \(D=2\) and \(w=Yh^2/2\), the single-laminate value. Very wide bundles gain nothing. The averages help because narrow bundles confine the alternating elastic strain to a layer near the interface, where its leading component decays over a depth \(1/k=W/\pi\).

**Q.** What stops the bundles from becoming arbitrarily narrow?

**A.** Their boundaries cost energy. Choose (101) walls in one bundle and (0-11) walls in the other. On the plane \(x+y=0\), the wall equations \(x+z=\) const and \(z-y=\) const describe the same lines. Thus c meets c, and a1 meets a2 on their allowed (110) plane. This is a herringbone.

The bundles match on average, but lamellar mismatch stress remains near the boundary. With \(d\) the lamella period along its normal, dimensions give an energy \(\alpha Ge_T^2d\) per boundary area. To find \(\alpha\), take a Fourier component \(\epsilon\) of the traceless spontaneous strain, with direction \(\mathbf n\) and \(\mathbf v=\epsilon\mathbf n\). Minimising over displacement amplitude \(\mathbf u\), the part across \(\mathbf n\) is \(2\mathbf v_\perp\) and the part along it is \(v_n(1-2\nu)/(1-\nu)\), leaving

\[ G\left[|\epsilon|^2-2|\mathbf v|^2+\frac{|\mathbf n\cdot\mathbf v|^2}{1-\nu}\right]. \]

Summed over an infinite herringbone with \(\phi=0.5\), the density is \(0.005239\,Ge_T^2\) at \(W=8d\) and 0.002619 at \(16d\). It halves, as a pure boundary energy must, and \(\alpha=8\times0.005239\approx0.042\). With unequal fractions 0.5 and 0.3, a density \(0.0136\,Ge_T^2\) survives at any width.

Polarization adds a condition. A wall is uncharged if \(\mathbf P\cdot\mathbf n\) is continuous. Let the signs of polarization be \(s_1,s_2\) in a1, a2 and \(p_1,p_2\) in the adjoining c lamellae. The three walls require \(s_1=p_1\), \(-s_2=p_2\) and \(s_1=s_2\), so \(p_2=-p_1\). The c contacts are then 180° walls, and

\[ \Gamma=\alpha Ge_T^2d+\phi g_{90}+(1-\phi)g_{180}, \]

with \(g_{90},g_{180}\) the wall energies.

**Q.** How wide are the bundles, then? Is there a critical thickness?

**A.** Minimise \(tw+\Gamma t/W\) at fixed \(\Gamma\). For \(W\ll t\) the exponentials vanish and

\[ S\simeq\frac{4W}{\pi^3t}\sum_{n\ \rm odd}\frac1{n^3}=s\frac Wt,\qquad s=\frac{7\zeta(3)}{2\pi^3}=0.1357 . \]

Then \(tw\simeq Yh^2sW/(1+\nu)\), and equating the two slopes gives

\[ W=\sqrt{\frac{\Gamma t(1+\nu)}{sYh^2}} . \]

For \(W\gg t\), let \(\tau=2\pi t/W\) and \(F=\sum_{n\ \rm odd}n^{-3}(n\tau-1+e^{-n\tau})\), so that \(1-S=8F/(\pi^2\tau)\). Differentiating twice,

\[ F''=\sum_{n\ \rm odd}\frac{e^{-n\tau}}n=\tfrac12\ln\coth\frac\tau2\simeq\tfrac12\ln\frac2\tau . \]

Since \(F(0)=F'(0)=0\), two integrations give \(F\simeq\frac14\tau^2[\ln(2/\tau)+\frac32]\), hence

\[ 1-S\simeq\frac{4t}{\pi W}\left(L+\tfrac32\right),\qquad L=\ln\frac{W}{\pi t}. \]

At \(S=1\), \(dw/dS=(1+\nu)Yh^2/4\). Relative to one laminate, the energy change per area is therefore

\[ \frac tW\left[\Gamma-\beta\left(L+\tfrac32\right)\right],\qquad \beta=\frac{(1+\nu)Yh^2t}{\pi}. \]

Its derivative vanishes when \(\Gamma-\beta(L+\frac32)+\beta=0\), so

\[ W=\pi t\,e^{T/t-1/2},\qquad T=\frac{\pi\Gamma}{(1+\nu)Yh^2}. \]

The bracket then equals \(-\beta\), still a gain. This model has no sharp threshold: below \(T\) the width grows exponentially until it exceeds the specimen, which then shows one laminate. At \(t=T/8\), direct minimisation gave \(W/t=5616\), against 5680 from this law.

**Q.** You still need the lamella period.

**A.** I estimate it by letting the film laminate stay stress-free while the substrate follows its corrugation. This trial state overestimates the interface energy, which by itself makes \(d\) too small. The factor is about 2.2 at \(\nu=0.3\): when film and substrate both deform, \(K\) below is replaced by \(G/[2(1-\nu)]\). I also leave out the boundary energy that grows with \(d\), which by itself makes \(d\) too large.

For a substrate surface wave, try \(u_x=(A+Bkz)e^{kz}\sin kx\), \(u_z=(C-Bkz)e^{kz}\cos kx\). Equilibrium, \((1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0\), gives \(B=(A+C)/(3-4\nu)\). For \(C=0\) the surface shear traction is \(Gk(A+B)=KkA\); for \(A=0\) the normal traction is \(KkC\), with

\[ K=\frac{4G(1-\nu)}{3-4\nu}. \]

Across a lamella wall the slopes of \(u_x\) and \(u_z\) along \(x\) jump by \(e_T\) and \(-e_T\). Both are square waves of period \(\sqrt2d\), with amplitudes \(g_m=2e_T\sin(\pi m\phi)/(\pi m)\) and \(k=2\pi m/(\sqrt2d)\). They are in phase or opposite, so the cross tractions, a quarter period away, do no work. Each displacement costs \(\frac14Kk(g_m/k)^2\), giving a total \(\kappa d\):

\[ \kappa=\frac{\sqrt2Ke_T^2}{\pi^3}\sum_{m\ge1}\frac{\sin^2(\pi m\phi)}{m^3}. \]

Two inclined walls per period cost \(2tg_{90}/d\) per film area. The minimum is \(d=\sqrt{2tg_{90}/\kappa}\), with lamella cost \(2\sqrt{2tg_{90}\kappa}\).

**Q.** Put in numbers for a barium titanate film.

**A.** Take model inputs chosen to resemble it at room temperature, not measured data: \(a=0.3990\) nm, \(c=0.4034\) nm, \(Y=120\) GPa, \(\nu=0.30\), \(g_{90}=5\) and \(g_{180}=10\) mJ/m². Choose \(a_s=0.4001\) nm and \(t=500\) nm. Then \(e_T=1.10\%\) and \(h=0.276\%=e_T/4\).

One laminate has \(f=1.3\times0.25=0.325\), no stress along \(x\), and \(\sigma_y=331\) MPa. Its elastic energy is 228 mJ/m². Cancelling both averages would take \(\phi=0.5\).

The lamella estimate is \(d\approx109\) nm. Mismatch contributes 25.7 mJ/m² to the boundary, so \(\Gamma=25.7+2.5+5=33.2\) mJ/m². The thick-film law gives \(W=418\) nm; the full minimum at this \(d\) and \(\Gamma\) is 446 nm, because \(D\) increases with \(S\) and makes the elastic energy rise more slowly than linearly. There \(S=0.121\), \(\phi=0.469\), and the mean stress is 29 MPa on both axes. The cancellation is nearly complete.

With bundles, elastic energy is 39.9, boundaries cost 37.2 and lamellae 91.2, totalling 168 mJ/m². One laminate totals \(228+82=310\) mJ/m². Pure c and pure a1/a2 each store 651.5 mJ/m² elastically, equal because \(h=e_T/4\).

From 100 to 2000 nm thickness, \(W\) rises from 167 to 1160 nm, while elastic energy relative to one laminate falls from 0.305 to 0.116. These runs recalculate \(d\) and \(\Gamma\). For 500 nm, \(T\) is 88 nm, but it shrinks with \(d\) in thinner films. The lamellae repeat every \(\sqrt2d\) along the normal, and this reaches the thickness near 48 nm (near 100 nm if the film also relaxes at the interface). Averaging over lamellae fails there, so the 100 nm values are marginal and the exponential law should not be applied to this example.

**Q.** How far should I trust 446 nm for a real film?

**A.** As a scale, not a prediction. Minimising the same total energy over \(d\) and \(W\) together, instead of fixing \(d\) first, gives about 84 and 401 nm. Letting the film relax at the interface as well, with \(d\) fixed first, gives \(d\approx161\) nm, \(W\approx531\) nm and totals of 151 against 284 mJ/m²; doing both gives about 104 and 438 nm. The lattice parameters are chosen to give a tetragonal strain of about 1%, as in barium titanate at room temperature; the wall energies are rough, and the substrate is chosen, not a named crystal. Real films can relax by dislocations during growth in the cubic state. Estimating the cubic parameter as \((a^2c)^{1/3}\) gives a growth misfit of \(-0.090\%\), with magnitude to be compared with what the film can hold without dislocations. An edge dislocation with in-plane Burgers vector \(b\) costs about \(Gb^2[\ln(t/b)+1]/[4\pi(1-\nu)]\) per length, while a misfit \(m\) does work \(2G(1+\nu)mbt/(1-\nu)\). Equating them gives \(m=b[\ln(t/b)+1]/[8\pi(1+\nu)t]\), about 0.020% at 500 nm if \(b\) is the cubic parameter. Full relief of the excess raises \(h\) to 0.346% and lowers \(W\) to 339 nm.

Elastic anisotropy also matters. Halving the shear stiffness for \(\mathrm{diag}(1,-1,0)\) strain in the bundle-scale energy alone, with the biaxial modulus, \(d\) and \(\Gamma\) kept at their isotropic values, gives \(W=547\) nm when film and substrate are both changed, and 506 nm when only the film is. Polarization that responds to stress makes the crystal softer; representing this by 40% lower stiffness in film and substrate gives 533 nm. Thermal expansion, incomplete screening and pinning of walls are not included.

Each bundle is only about \(4d\) wide. Because the walls are inclined, the pattern repeats every \(2d\) along [110] and every \(\sqrt2d\) along \(z\): about two repeats across a bundle and three through the film. In the infinite herringbone that leaves the mismatch energy unchanged to the printed 0.01%, but it does not test averaging near the film surfaces. To look for such bundles, I would choose \(h\) near \(e_T/4\), a film well thicker than both \(d\) and \(T\), and walls mobile enough to approach equilibrium. Toward \(h=e_T/2\), in this example above about \(0.4e_T\), a plain a1/a2 pattern can cost less even when \(t\) is far above \(T\), because \(T\) compares bundles only with one c/a1 laminate. The numerical output below lists the remaining values.

## Numbers as computed

```
lattice a, c, substrate: 0.3990, 0.4034, 0.4001 nm
Young modulus 120 GPa, Poisson ratio 0.30, shear modulus 46.2 GPa
90-deg and 180-deg wall energies: 5, 10 mJ/m2
film thickness: 500 nm
tetragonal strain eT: 1.103 %; misfit h: 0.276 %; h/eT: 0.250
single laminate: a1 fraction 0.325
single laminate: stress along x 0.0 MPa, along y 331 MPa
zero-average-misfit fractions a1, a2, c: 0.250, 0.250, 0.500
zero-average-misfit a fraction in each bundle: 0.500
S at W=t: formula 0.1354, grid 0.1358
narrow-bundle coefficient s: 0.1357
herringbone density/(G eT^2) at W=2d: series 0.02095, pattern 0.02098
herringbone density/(G eT^2) at W=8d, 16d: 0.005239, 0.002619
unequal fractions 0.5/0.3, bulk density/(G eT^2): 0.01357
same from widths 8d and 16d: 0.01357
boundary coefficient alpha: 0.04191; cutoff shift 0.120 %
lamella period d: 109.3 nm
boundary energy: mismatch part 25.70, total 33.20 mJ/m2
crossover thickness T: 88.0 nm
bundle width W: 446 nm; thick-film law 418 nm
W/d: 4.08; S: 0.1210; optimum a fraction: 0.469
bundles: mean stress along x and y 28.9 MPa
elastic energy, c only: 651.5 mJ/m2; a1/a2 only: 651.5 mJ/m2
elastic energy, single laminate: 228.0 mJ/m2
elastic energy, bundles: 39.9 mJ/m2
bundle-boundary cost per film area: 37.2 mJ/m2
lamella cost, single and bundles: 82.3, 91.2 mJ/m2
total, single laminate: 310.3 mJ/m2
total, bundles: 168.3 mJ/m2
thin-film test t=T/8: W/t minimum 5616, law 5680
thickness 100 nm: d 49 nm, W 167 nm, elastic/single 0.305
thickness 200 nm: d 69 nm, W 248 nm, elastic/single 0.236
thickness 1000 nm: d 155 nm, W 715 nm, elastic/single 0.142
thickness 2000 nm: d 219 nm, W 1160 nm, elastic/single 0.116
neglected anisotropy C44/C'=2: W 547 nm, elastic 34.3 mJ/m2
neglected softening by 40 %: W 533 nm, elastic 28.2 mJ/m2
boundary energy at optimum fraction: 33.28 mJ/m2, W 447 nm
cubic-state misfit -0.090 %, held without dislocations 0.020 %
after dislocation relief: h 0.346 %, W 339 nm
boundary mismatch energy at W=4d relative to W=8d: +0.00 %
```
